# Why Hartree-Fock densities have no first-order correlation correction: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
# Result under test: for H(lam) = F + lam*(H - F), F the Fock operator of a
# Hartree-Fock determinant, the one-particle density matrix has no term linear
# in lam. Exact diagonalization in the full determinant space is the judge.
# Symbols: H electronic Hamiltonian, W electron repulsion, V = H - H0,
# gamma spin-summed density matrix, eps orbital energies, f Fock matrix.
# Controls: a Kohn-Sham zeroth order, and the two-electron quantity <W>.
# Hartree atomic units are used throughout.
import numpy as np
from scipy.linalg import eigh
from scipy import constants as sc
from pyscf import gto, scf, dft, mp, ao2mo, fci
from pyscf.fci import cistring, direct_spin1

bond, angle = 1.8, 104.5
half = np.radians(angle / 2)
xh, zh = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (xh, 0, zh)], ["H", (-xh, 0, zh)]],
            unit="Bohr", basis="sto-3g", verbose=0)
nocc = mol.nelectron // 2
nelec = (nocc, nocc)
norb = mol.nao_nr()
strings = [int(s) for s in cistring.make_strings(range(norb), nocc)]
nstr = len(strings)
ndet = nstr * nstr
link = cistring.gen_linkstr_index_trilidx(range(norb), nocc)
links = (link, link)
midpoint = np.array([[xh / 2, 0.0, zh / 2]])
nuclear_dipole = float(mol.atom_charges() @ mol.atom_coords()[:, 2])


def matrix_of(action):
    """Matrix of a many-electron operator from its action on each determinant."""
    result = np.zeros((ndet, ndet))
    for k in range(ndet):
        unit = np.zeros(ndet)
        unit[k] = 1.0
        result[:, k] = action(unit.reshape(nstr, nstr)).ravel()
    return result


def one_body(op):
    return matrix_of(lambda c: direct_spin1.contract_1e(
        op, c, norb, nelec, link_index=links))


class Reference:
    """Determinant space built on given orbitals, H0 = sum of eps * number."""

    def __init__(self, coeff, eps):
        self.eps = eps
        h = coeff.T @ scf.hf.get_hcore(mol) @ coeff
        eri = ao2mo.restore(1, ao2mo.kernel(mol, coeff), norb)
        coulomb = np.einsum("pqii->pq", eri[:, :, :nocc, :nocc])
        exchange = np.einsum("piiq->pq", eri[:, :nocc, :nocc, :])
        self.fock = h + 2 * coulomb - exchange
        combined = direct_spin1.absorb_h1e(h, eri, norb, nelec, 0.5)
        self.H = matrix_of(lambda c: direct_spin1.contract_2e(
            combined, c, norb, nelec, link_index=links))
        self.W = self.H - one_body(h)
        self.H0 = one_body(np.diag(eps))
        self.V = self.H - self.H0
        self.z = coeff.T @ mol.intor("int1e_r")[2] @ coeff
        self.orbitals_mid = (mol.eval_gto("GTOval", midpoint) @ coeff)[0]

    def state(self, lam):
        vec = eigh(self.H0 + lam * self.V, subset_by_index=[0, 0])[1][:, 0]
        return vec / np.linalg.norm(vec)

    def gamma(self, vec):
        return direct_spin1.make_rdm1(vec.reshape(nstr, nstr), norb, nelec)

    def dipole(self, gamma):
        return nuclear_dipole - np.sum(gamma * self.z)

    def density_mid(self, gamma):
        return self.orbitals_mid @ gamma @ self.orbitals_mid


step = 0.005
lams = step * np.array([-2, -1, 0, 1, 2])


def taylor(values):
    """Linear and quadratic Taylor coefficients from five equidistant points."""
    v = np.array(values)
    first = np.tensordot([1, -8, 0, 8, -1], v, axes=(0, 0)) / (12 * step)
    second = np.tensordot([-1, 16, -30, 16, -1], v, axes=(0, 0)) / (24 * step**2)
    return first, second


# Hartree-Fock zeroth order
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
mf.kernel()
assert mf.converged
hf = Reference(mf.mo_coeff, mf.mo_energy)
assert abs(hf.H[0, 0] + mol.energy_nuc() - mf.e_tot) < 1e-8
assert np.max(np.abs(hf.fock - np.diag(hf.eps))) < 1e-6

# Excitation rank of every determinant relative to the reference
string_rank = np.array([bin(s & ~strings[0]).count("1") for s in strings])
rank = (string_rank[:, None] + string_rank[None, :]).ravel()
coupling = np.abs(hf.V[:, 0])
max_single = coupling[rank == 1].max()
max_double = coupling[rank == 2].max()
max_higher = coupling[rank > 2].max()
assert max_single < 1e-6 and max_double > 1e-2 and max_higher < 1e-10

# Exact states near lam = 0 and their Taylor coefficients
states = [hf.state(x) for x in lams]
gammas = [hf.gamma(c) for c in states]
gamma1, gamma2 = taylor(gammas)
mu1, mu2 = taylor([hf.dipole(g) for g in gammas])
n1, n2 = taylor([hf.density_mid(g) for g in gammas])
w1, _ = taylor([c @ hf.W @ c for c in states])
assert np.max(np.abs(gamma1)) < 1e-6
assert abs(mu1) < 1e-6 and abs(n1) < 1e-6
assert np.max(np.abs(gamma2)) > 1e-3

# The electron repulsion does change linearly, by twice the MP2 energy
e_mp2 = mp.MP2(mf).kernel()[0]
assert abs(w1 - 2 * e_mp2) < 1e-6

# Second-order dipole from perturbation theory against exact curvature
energies = np.diag(hf.H0)
gap = energies[1:].min() - energies[0]
assert gap > 0.1
resolvent = np.zeros(ndet)
resolvent[1:] = 1 / (energies[0] - energies[1:])
psi1 = resolvent * hf.V[:, 0]
psi2 = resolvent * (hf.V @ psi1 - hf.V[0, 0] * psi1)
dip_op = -one_body(hf.z)
mu2_singles = 2 * dip_op[0] @ psi2
mu2_doubles = psi1 @ dip_op @ psi1 - dip_op[0, 0] * (psi1 @ psi1)
assert abs(mu2_singles + mu2_doubles - mu2) < 1e-6

# Kohn-Sham LDA zeroth order: a linear term appears, of predicted size
ks_mf = dft.RKS(mol)
ks_mf.xc = "lda,vwn"
ks_mf.conv_tol = 1e-10
ks_mf.kernel()
assert ks_mf.converged
ks = Reference(ks_mf.mo_coeff, ks_mf.mo_energy)
ks_gammas = [ks.gamma(ks.state(x)) for x in lams]
ks_gamma1, _ = taylor(ks_gammas)
ks_mu1, _ = taylor([ks.dipole(g) for g in ks_gammas])
predicted = np.zeros((norb, norb))
for i in range(nocc):
    for a in range(nocc, norb):
        predicted[a, i] = 2 * ks.fock[a, i] / (ks.eps[i] - ks.eps[a])
        predicted[i, a] = predicted[a, i]
ks_mu1_formula = -np.sum(predicted * ks.z)
assert np.max(np.abs(ks_gamma1 - predicted)) < 1e-5
assert np.max(np.abs(predicted)) > 1e-3

# Dipole moments at zeroth order and at full coupling
mu_hf = hf.dipole(hf.gamma(hf.state(0.0)))
mu_ks = ks.dipole(ks.gamma(ks.state(0.0)))
mu_fci = hf.dipole(hf.gamma(hf.state(1.0)))
assert abs(mu_fci - ks.dipole(ks.gamma(ks.state(1.0)))) < 1e-6
debye = 1e-21 / sc.c
to_debye = sc.physical_constants["atomic unit of electric dipole mom."][0] / debye
n_hf = hf.density_mid(hf.gamma(hf.state(0.0)))

print("Water, STO-3G, all electrons correlated")
print(f"O-H distance: {bond:.2f} bohr")
print(f"H-O-H angle: {angle:.1f} degrees")
print(f"spatial orbitals: {norb}, electrons: {mol.nelectron}")
print(f"determinants: {ndet}")
print(f"Hartree-Fock total energy: {mf.e_tot:.6f} hartree")
print(f"lowest excitation energy of F: {gap:.5f} hartree")
print(f"finite-difference step in lambda: {step}")
print("Largest |<K|V|0>| by excitation rank of K:")
print(f"  singles: {max_single:.1e} hartree")
print(f"  doubles: {max_double:.5f} hartree")
print(f"  triples and higher: {max_higher:.1e} hartree")
print("Fock operator as zeroth order, exact Taylor coefficients:")
print(f"  largest |gamma(1)| element: {np.max(np.abs(gamma1)):.1e}")
print(f"  largest |gamma(2)| element: {np.max(np.abs(gamma2)):.5f}")
print(f"  dipole, linear: {mu1:.1e} e bohr")
print(f"  dipole, quadratic: {mu2:.6f} e bohr")
print(f"  density at O-H midpoint, zeroth: {n_hf:.6f} bohr^-3")
print(f"  density at O-H midpoint, linear: {n1:.1e} bohr^-3")
print(f"  density at O-H midpoint, quadratic: {n2:.6f} bohr^-3")
print("Second-order dipole from perturbation theory:")
print(f"  second-order singles part: {mu2_singles:.6f} e bohr")
print(f"  first-order doubles part: {mu2_doubles:.6f} e bohr")
print(f"  sum: {mu2_singles + mu2_doubles:.6f} e bohr")
print("Electron repulsion <W>:")
print(f"  linear coefficient, exact: {w1:.6f} hartree")
print(f"  MP2 correlation energy: {e_mp2:.6f} hartree")
print(f"  twice the MP2 energy: {2 * e_mp2:.6f} hartree")
print("Kohn-Sham LDA operator as zeroth order:")
print(f"  largest |gamma(1)| element: {np.max(np.abs(ks_gamma1)):.5f}")
print(f"  dipole, linear, exact: {ks_mu1:.6f} e bohr")
print(f"  dipole, linear, formula: {ks_mu1_formula:.6f} e bohr")
print("Dipole shift from lambda = 0 (e bohr): lambda, Fock, Kohn-Sham")
for lam in (0.05, 0.10, 0.20):
    shift_hf = hf.dipole(hf.gamma(hf.state(lam))) - mu_hf
    shift_ks = ks.dipole(ks.gamma(ks.state(lam))) - mu_ks
    print(f"  {lam:.2f}  {shift_hf:.6f}  {shift_ks:.6f}")
print("Dipole moments:")
for label, value in (("Hartree-Fock", mu_hf),
                     ("through second order", mu_hf + mu2),
                     ("full CI", mu_fci)):
    print(f"  {label}: {value:.5f} e bohr = {value * to_debye:.4f} debye")
print(f"  Kohn-Sham LDA determinant: {mu_ks:.5f} e bohr")
print("all tests passed")
```

Output:

```
Water, STO-3G, all electrons correlated
O-H distance: 1.80 bohr
H-O-H angle: 104.5 degrees
spatial orbitals: 7, electrons: 10
determinants: 441
Hartree-Fock total energy: -74.962199 hartree
lowest excitation energy of F: 1.00198 hartree
finite-difference step in lambda: 0.005
Largest |<K|V|0>| by excitation rank of K:
  singles: 3.0e-11 hartree
  doubles: 0.15225 hartree
  triples and higher: 0.0e+00 hartree
Fock operator as zeroth order, exact Taylor coefficients:
  largest |gamma(1)| element: 5.3e-11
  largest |gamma(2)| element: 0.01340
  dipole, linear: -3.7e-11 e bohr
  dipole, quadratic: -0.026212 e bohr
  density at O-H midpoint, zeroth: 0.497125 bohr^-3
  density at O-H midpoint, linear: -1.5e-12 bohr^-3
  density at O-H midpoint, quadratic: -0.003097 bohr^-3
Second-order dipole from perturbation theory:
  second-order singles part: -0.018318 e bohr
  first-order doubles part: -0.007894 e bohr
  sum: -0.026212 e bohr
Electron repulsion <W>:
  linear coefficient, exact: -0.070228 hartree
  MP2 correlation energy: -0.035114 hartree
  twice the MP2 energy: -0.070228 hartree
Kohn-Sham LDA operator as zeroth order:
  largest |gamma(1)| element: 0.02117
  dipole, linear, exact: -0.005669 e bohr
  dipole, linear, formula: -0.005669 e bohr
Dipole shift from lambda = 0 (e bohr): lambda, Fock, Kohn-Sham
  0.05  -0.000067  -0.000525
  0.10  -0.000272  -0.001472
  0.20  -0.001129  -0.004338
Dipole moments:
  Hartree-Fock: 0.68144 e bohr = 1.7320 debye
  through second order: 0.65523 e bohr = 1.6654 debye
  full CI: 0.63929 e bohr = 1.6249 debye
  Kohn-Sham LDA determinant: 0.68340 e bohr
all tests passed
```
